# Gamma-Matrix Hermiticity and the Dirac Adjoint in Non-Unitary Representations: verification in Python

```python
"""
Result under test: the Clifford relations {g^mu, g^nu} = 2 eta^{mu nu},
eta = diag(1,-1,-1,-1), do not fix the Hermiticity of the gamma matrices.
They do guarantee an intertwiner A with A g^mu A^-1 = (g^mu)^dagger, and
psi^dagger A is the correct Dirac adjoint in every representation.

Symbols: G = A g^0 is the positive metric of the density psi^dagger G psi;
S changes the representation, g -> S g S^-1; lam scales the lower spinor
components; "naive" means that g^0 is used in place of A.
Hartree atomic units (electron mass = hbar = 1), except in the test of local
current conservation, where lengths are in units of hbar/(m c).
"""
import itertools
import numpy as np
from scipy import constants
from scipy.linalg import expm

I2, I4 = np.eye(2), np.eye(4)
eta = np.diag([1.0, -1.0, -1.0, -1.0])
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
standard = [np.kron(pauli[2], I2)] + [np.kron(1j * pauli[1], s) for s in pauli]


def dag(m):
    return m.conj().T


def close(a, b, tol=1e-10):
    return np.allclose(a, b, rtol=tol, atol=tol)


def transform(S, gam):
    Sinv = np.linalg.inv(S)
    return [S @ g @ Sinv for g in gam]


def clifford_holds(gam):
    return all(close(gam[m] @ gam[n] + gam[n] @ gam[m], 2 * eta[m, n] * I4)
               for m in range(4) for n in range(4))


def ordered_products(gam):
    result = []
    for size in range(5):
        for subset in itertools.combinations(range(4), size):
            product = I4.astype(complex)
            for index in subset:
                product = product @ gam[index]
            result.append(product)
    return result


def metric_from_average(gam):
    return sum(dag(p) @ p for p in ordered_products(gam)) / 16


def usual_hermiticity(gam):
    return close(dag(gam[0]), gam[0]) and all(close(dag(g), -g) for g in gam[1:])


def form(psi, matrix):
    return psi.conj() @ matrix @ psi


# ---- General complex change of representation --------------------------
rng = np.random.default_rng(7)


def random_complex(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


S = I4 + 0.25 * random_complex(4, 4)
gam = transform(S, standard)
assert clifford_holds(standard) and usual_hermiticity(standard)
assert clifford_holds(gam)
defect_time = np.abs(gam[0] - dag(gam[0])).max()
defect_space = max(np.abs(g + dag(g)).max() for g in gam[1:])
assert defect_time > 0.01 and defect_space > 0.01

# Construction of A from the gamma matrices alone
G = metric_from_average(gam)
A = G @ gam[0]
assert close(A, dag(A)) and np.linalg.eigvalsh(G).min() > 0
assert all(close(A @ g @ np.linalg.inv(A), dag(g)) for g in gam)
eig_A = np.linalg.eigvalsh(A)

# Uniqueness: solve A g = g^dagger A as linear equations for 16 unknowns
equations = np.vstack([np.kron(I4, g.T) - np.kron(dag(g), I4) for g in gam])
_, singular, vh = np.linalg.svd(equations)
null_dimension = int(np.sum(singular < 1e-10))
assert null_dimension == 1
A_null = vh[-1].conj()
overlap = abs(np.vdot(A_null, A.ravel())) / np.linalg.norm(A)
assert abs(overlap - 1) < 1e-10
span = np.linalg.matrix_rank(np.array([p.ravel() for p in ordered_products(gam)]))
assert span == 16

# Transformation of A as a sesquilinear form, not as an operator
Sinv = np.linalg.inv(S)
A_form = dag(Sinv) @ standard[0] @ Sinv
scale = np.trace(G).real / np.trace(A_form @ gam[0]).real
assert scale > 0 and close(A, scale * A_form)
assert abs(abs(np.vdot(gam[0], A)) / np.linalg.norm(A)
           / np.linalg.norm(gam[0]) - 1) > 1e-4

# Unitary change keeps the usual adjoint; sqrt(G) restores Hermiticity
U, _ = np.linalg.qr(random_complex(4, 4))
gam_U = transform(U, standard)
assert usual_hermiticity(gam_U)
assert close(metric_from_average(gam_U) @ gam_U[0], gam_U[0])
values, vectors = np.linalg.eigh(G)
root_G = vectors @ np.diag(np.sqrt(values)) @ dag(vectors)
assert usual_hermiticity(transform(root_G, gam))

# Mixed boost and rotation
generator = sum(0.3 * rng.normal() * gam[m] @ gam[n]
                for m, n in itertools.combinations(range(4), 2))
D = expm(generator)
assert close(dag(D) @ A @ D, A)
assert np.abs(dag(D) @ gam[0] @ D - gam[0]).max() > 0.01

# The current must transform as a vector under a boost along z
psi = random_complex(4)
rapidity = 0.7
boosted = expm(0.5 * rapidity * gam[0] @ gam[3]) @ psi
Lam = np.eye(4)
Lam[0, 0] = Lam[3, 3] = np.cosh(rapidity)
Lam[0, 3] = Lam[3, 0] = np.sinh(rapidity)


def current(spinor, adjoint_matrix):
    return np.array([form(spinor, adjoint_matrix @ g) for g in gam])


assert close(current(boosted, A), Lam @ current(psi, A))
assert not close(current(boosted, gam[0]), Lam @ current(psi, gam[0]), 1e-3)
naive_scalar_general = form(psi, gam[0])
assert abs(naive_scalar_general.imag) > 1e-3
assert abs(form(psi, A).imag) < 1e-10

# Local conservation for a superposition of two plane waves
waves = []
for k in (np.array([0.5, -0.2, 0.7]), np.array([-0.3, 0.8, 0.1])):
    k_lower = np.concatenate(([np.sqrt(1 + k @ k)], -k))
    slash = sum(k_lower[m] * gam[m] for m in range(4))
    spinor = (slash + I4) @ random_complex(4)
    assert close(slash @ spinor, spinor)
    waves.append((k_lower, spinor))


def field(x):
    return sum(u * np.exp(-1j * (k @ x)) for k, u in waves)


def divergence(adjoint_matrix, x, h=1e-4):
    total = 0
    for m in range(4):
        step = h * np.eye(4)[m]
        total += (current(field(x + step), adjoint_matrix)[m]
                  - current(field(x - step), adjoint_matrix)[m]) / (2 * h)
    return total


point = np.array([0.3, -0.4, 0.6, 0.2])
# Central differences have truncation error of order h^2
assert abs(divergence(A, point)) < 1e-5
assert abs(divergence(gam[0], point)) > 1e-2

# ---- Worked example: scaled lower components ---------------------------
lam = 2.0
c = 1 / constants.fine_structure
S_scale = np.diag([1, 1, lam, lam])
gs = transform(S_scale, standard)
assert clifford_holds(gs) and close(gs[0], dag(gs[0]))
assert not close(gs[3], -dag(gs[3]))
G_average = metric_from_average(gs)
rest = np.array([1, 0, 0, 0], complex)
G_scale = G_average / form(rest, G_average @ gs[0]).real
A_scale = G_scale @ gs[0]
assert close(A_scale, np.diag([1, 1, -1 / lam**2, -1 / lam**2]))

print("General complex S (seeded random matrix), dimensionless:")
print(f"  largest entry of g0 - g0^dagger: {defect_time:.4f}")
print(f"  largest entry of gi + gi^dagger: {defect_space:.4f}")
print(f"  independent solutions A: {null_dimension}")
print(f"  independent gamma products: {span}")
print(f"  positive, negative eigenvalues of A: {sum(eig_A > 0)}, {sum(eig_A < 0)}")
print(f"  naive scalar of a random spinor: {naive_scalar_general:.4f}")
print("Scaled representation, dimensionless:")
print(f"  lambda = {lam:.1f}")
print(f"  g3 entries (1,3) and (3,1): {gs[3][0, 2].real:.2f}, {gs[3][2, 0].real:.2f}")
print("  averaged G diagonal:", np.round(np.diag(G_average).real, 4))
print("  normalized G diagonal:", np.round(np.diag(G_scale).real, 4))
print("  normalized A diagonal:", np.round(np.diag(A_scale).real, 4))
print("Boosted rest spinor (speeds in c, other columns dimensionless):")
print("  v | Lorentz factor | scalar: A, naive | density: A, naive | j/density: A, naive")
for v in (0.1, 0.6, 0.8, 0.9):
    g = 1 / np.sqrt(1 - v**2)
    u = expm(0.5 * np.arctanh(v) * gs[0] @ gs[3]) @ rest
    scalar, scalar_n = form(u, A_scale).real, form(u, gs[0]).real
    rho, rho_n = form(u, G_scale).real, form(u, I4).real
    speed = form(u, A_scale @ gs[3]).real / rho
    speed_n = form(u, gs[0] @ gs[3]).real / rho_n
    assert close([scalar, rho, speed], [1, g, v])
    assert close(scalar_n, ((g + 1) - lam**2 * (g - 1)) / 2)
    assert close(rho_n, ((g + 1) + lam**2 * (g - 1)) / 2)
    assert close(speed_n, (1 + lam**2) * g * v / ((g + 1) + lam**2 * (g - 1)))
    print(f"  {v:.1f} | {g:.4f} | {scalar:.4f}, {scalar_n + 0.0:.4f} | "
          f"{rho:.4f}, {rho_n:.4f} | {speed:.4f}, {speed_n:.4f}")

# Time evolution at fixed momentum, starting with upper components only
v = 0.8
lorentz = 1 / np.sqrt(1 - v**2)
momentum = lorentz * v * c
energy = lorentz * c**2
H = c * momentum * gs[0] @ gs[3] + c**2 * gs[0]
assert np.abs(H - dag(H)).max() > 1
assert close(G_scale @ H, dag(H) @ G_scale)
levels = np.sort(np.linalg.eigvals(H).real)
assert np.abs(np.linalg.eigvals(H).imag).max() < 1e-6
assert close(levels, [-energy, -energy, energy, energy], 1e-9)
t_max = np.pi / (2 * energy)
print("Evolution at the momentum belonging to v = 0.8 c:")
print(f"  c = {c:.6f} a.u. of velocity")
print(f"  momentum = {momentum:.4f} a.u. of momentum")
print(f"  eigenvalues of H: {levels[0]:.3f} and {levels[-1]:.3f} hartree")
print(f"  time of largest naive norm = {t_max:.5e} a.u. of time")
print("  t/t_max | psi^dagger G psi | psi^dagger psi (dimensionless)")
for fraction in (0.0, 0.5, 1.0, 1.5, 2.0):
    t = fraction * t_max
    state = expm(-1j * H * t) @ rest
    norm_G, norm_n = form(state, G_scale).real, form(state, I4).real
    assert close(norm_G, 1)
    assert close(norm_n, 1 + (lam**2 - 1) * v**2 * np.sin(energy * t)**2)
    print(f"  {fraction:.1f} | {norm_G:.4f} | {norm_n:.4f}")

print("tests ok")
```

Running it gives:

```
General complex S (seeded random matrix), dimensionless:
  largest entry of g0 - g0^dagger: 0.5650
  largest entry of gi + gi^dagger: 0.9028
  independent solutions A: 1
  independent gamma products: 16
  positive, negative eigenvalues of A: 2, 2
  naive scalar of a random spinor: 3.8336-0.3725j
Scaled representation, dimensionless:
  lambda = 2.0
  g3 entries (1,3) and (3,1): 0.50, -2.00
  averaged G diagonal: [2.5   2.5   0.625 0.625]
  normalized G diagonal: [1.   1.   0.25 0.25]
  normalized A diagonal: [ 1.    1.   -0.25 -0.25]
Boosted rest spinor (speeds in c, other columns dimensionless):
  v | Lorentz factor | scalar: A, naive | density: A, naive | j/density: A, naive
  0.1 | 1.0050 | 1.0000, 0.9924 | 1.0050, 1.0126 | 0.1000, 0.2481
  0.6 | 1.2500 | 1.0000, 0.6250 | 1.2500, 1.6250 | 0.6000, 1.1538
  0.8 | 1.6667 | 1.0000, 0.0000 | 1.6667, 2.6667 | 0.8000, 1.2500
  0.9 | 2.2942 | 1.0000, -0.9412 | 2.2942, 4.2354 | 0.9000, 1.2187
Evolution at the momentum belonging to v = 0.8 c:
  c = 137.035999 a.u. of velocity
  momentum = 182.7147 a.u. of momentum
  eigenvalues of H: -31298.108 and 31298.108 hartree
  time of largest naive norm = 5.01882e-05 a.u. of time
  t/t_max | psi^dagger G psi | psi^dagger psi (dimensionless)
  0.0 | 1.0000 | 1.0000
  0.5 | 1.0000 | 1.9600
  1.0 | 1.0000 | 2.9200
  1.5 | 1.0000 | 1.9600
  2.0 | 1.0000 | 1.0000
tests ok
```
